# Lamb Shift of Valence s Electrons: Contact-Density Estimate and Screening Correction: verification in Python

```python
# Result under test: the one-loop Lamb shift of a valence s electron in a heavy
# neutral atom, estimated as (hydrogenic 2s Lamb shift) x (ratio k of Dirac
# densities near the nucleus), is about -1 percent (in order of magnitude) of
# the relativistic shift of the same level.  Example: Cd 5s.
# Symbols (Hartree atomic units): Z nuclear charge, alpha fine-structure
# constant, c = 1/alpha, W screening potential (Hartree + local exchange),
# V = -Z/r + W, P and Q large and small radial functions, kappa Dirac number,
# F self-energy function: E_SE = alpha^3 Z^4 F / (pi n^3).
# Level of theory: exchange-only local density, point nucleus.
import numpy as np
from scipy.constants import fine_structure, physical_constants
from scipy.interpolate import BSpline
from scipy.linalg import eigh
from scipy.special import gamma as Gamma

alpha = fine_structure
c0 = 1 / alpha
hartree_ev = physical_constants["Hartree energy in eV"][0]
Z = 48

# ---------- radial grid and B-splines ----------
degree, n_int, r_max, r_scale = 7, 60, 30.0, 3e-4
breaks = r_scale * np.expm1(np.linspace(0, np.log1p(r_max / r_scale), n_int + 1))
breaks[0], breaks[-1] = 0.0, r_max
knots = np.concatenate([[0.0] * degree, breaks, [r_max] * degree])
n_spl = len(knots) - degree - 1
spline = BSpline(knots, np.eye(n_spl), degree)
x_g, w_g = np.polynomial.legendre.leggauss(10)
half = np.diff(breaks) / 2
r = (breaks[:-1, None] + half[:, None] * (1 + x_g)).ravel()
w = (half[:, None] * w_g).ravel()
slope_at_0 = spline.derivative(1)(0.0)[1:-1]
b, db = spline(r)[:, 1:-1], spline.derivative(1)(r)[:, 1:-1]


def inner(f, g, weight):
    return f.T @ ((w * weight)[:, None] * g)


ones = np.ones_like(r)
overlap = inner(b, b, ones)
stiffness = inner(db, db, ones)
centrifugal = inner(b, b, 1 / r**2)


def schroedinger(l, V):
    H = 0.5 * stiffness + 0.5 * l * (l + 1) * centrifugal + inner(b, b, V)
    return eigh((H + H.T) / 2, overlap)


D_matrix = {k: db + k * b / r[:, None] for k in (-1, 1, -2, 2, -3)}
last_energy = {}


def dirac(kappa, V, c, count):
    """Lowest electron states: energies and radial densities P^2+Q^2.
    With Q = c (P' + kappa P/r) / (2c^2 + E - V) eliminated, P obeys a
    Hermitian problem whose k-th eigenvalue must equal E; Newton steps on E."""
    D = D_matrix[kappa]
    potential = inner(b, b, V)
    energies, densities = [], []
    for k in range(count):
        E = last_energy.get((kappa, k, c), 0.0)
        for _ in range(10):
            gap = 2 * c**2 + E - V
            H = inner(D, D, c**2 / gap) + potential
            e, v = eigh((H + H.T) / 2, overlap)
            P = b @ v[:, k]
            Q = c * (D @ v[:, k]) / gap
            q_norm = w @ Q**2
            step = (e[k] - E) / (1 + q_norm)
            E += step
            if abs(step) < 1e-6 * max(1.0, abs(E)):
                break
        last_energy[(kappa, k, c)] = E
        energies.append(E)
        densities.append((P**2 + Q**2) / (1 + q_norm))
    return np.array(energies), np.array(densities).T


# ---------- hydrogenic ions: Dirac solver against closed forms ----------
def sommerfeld(n):
    g = np.sqrt(1 - (Z * alpha)**2)
    y = (Z * alpha / (n - 1 + g))**2
    return -c0**2 * y / (np.sqrt(1 + y) * (1 + np.sqrt(1 + y)))


e_h, d_h = dirac(-1, -Z / r, c0, 3)
for n in (1, 2, 3):
    assert abs(e_h[n - 1] / sommerfeld(n) - 1) < 1e-5
# lowest p1/2 level is degenerate with 2s, not with 1s
assert abs(dirac(1, -Z / r, c0, 1)[0][0] / sommerfeld(2) - 1) < 1e-5
near = np.searchsorted(r, 2e-4)


def contact_coefficient(n_r):
    """Leading r^(2g) coefficient of P^2 for an s state, common factors cut."""
    g = np.sqrt(1 - (Z * alpha)**2)
    N = np.sqrt((n_r + g)**2 + (Z * alpha)**2)
    eps = (n_r + g) / N
    return (Gamma(2 * g + n_r + 1) / Gamma(n_r + 1) * (1 + eps)
            / (4 * N * (N + 1)) * (N + 1 - n_r)**2 / N**(2 * g + 1))


h_ratio = d_h[near, 1] / d_h[near, 0]
assert abs(h_ratio / (contact_coefficient(1) / contact_coefficient(0)) - 1) < 2e-3


# ---------- self-consistent field ----------
def screening(rho):
    coef = np.linalg.solve(stiffness, b.T @ (w * rho / r))
    v_hartree = (b @ coef) / r + Z / r_max
    return v_hartree - (3 * rho / (4 * np.pi * r**2) / np.pi)**(1 / 3)


def rho_nr(W):
    total = 0
    for l, shells in ((0, 5), (1, 3), (2, 2)):
        v = schroedinger(l, W - Z / r)[1][:, :shells]
        total = total + 2 * (2 * l + 1) * ((b @ v)**2).sum(axis=1)
    return total


def rho_dirac(W):
    total = 0
    for k, shells in ((-1, 5), (1, 3), (-2, 3), (2, 2), (-3, 2)):
        dens = dirac(k, W - Z / r, c0, shells)[1]
        total = total + 2 * abs(k) * dens.sum(axis=1)
    return total


def scf(density, W):
    for _ in range(150):
        rho = density(W)
        change = screening(rho) - W
        if np.max(np.abs(r * change)[r < 10]) < 2e-6:
            return W, rho
        W = W + 0.35 * change
    raise AssertionError("self-consistency not reached")


W_start = (Z - 1) * (1 - 1 / (1 + 0.9 * Z**(1 / 3) * r)**2) / r
W_nr, dens_nr = scf(rho_nr, W_start)
W_rel, dens_rel = scf(rho_dirac, W_nr)
assert abs(w @ dens_nr - Z) < 1e-6 and abs(w @ dens_rel - Z) < 1e-6

# ---------- self-energy function: known all-orders values as input ----------
Z_tab = np.array([10., 20., 30., 40., 50.])
F_tab = {1: np.array([4.6542, 3.2463, 2.5520, 2.1352, 1.8643]),
         2: np.array([4.8944, 3.5063, 2.8391, 2.4550, 2.2244])}
bethe_log = {1: 2.984128556, 2: 2.811769893}
a61 = {1: 28 / 3 * np.log(2) - 21 / 20, 2: 16 / 3 * np.log(2) + 67 / 30}


def known_terms(n, charge):
    x = charge * alpha
    L = -2 * np.log(x)
    return (4 / 3 * L + 10 / 9 - 4 / 3 * bethe_log[n]
            + 4 * np.pi * (139 / 128 - np.log(2) / 2) * x
            + x**2 * (-L**2 + a61[n] * L))


def F_interpolated(n, charge, keep):
    zt = Z_tab[keep]
    rest = (F_tab[n][keep] - known_terms(n, zt)) / (zt * alpha)**2
    poly = np.polyfit(zt / 50, rest, len(zt) - 1)
    return known_terms(n, charge) + (charge * alpha)**2 * np.polyval(poly, charge / 50)


everything = np.ones(5, bool)
for n in (1, 2):
    for left_out in (1, 3):
        keep = everything.copy()
        keep[left_out] = False
        guess = F_interpolated(n, Z_tab[left_out], keep)
        assert abs(guess - F_tab[n][left_out]) < 0.005
F1 = F_interpolated(1, Z, everything)
F2 = F_interpolated(2, Z, everything)
unit = alpha**3 * Z**4 / np.pi
se_1s, se_2s = unit * F1, unit * F2 / 8
se_2s_from_1s = se_1s * h_ratio
assert abs(se_2s_from_1s / se_2s - 1) < 0.10

# ---------- Uehling potential ----------
y = np.linspace(0, 20, 801)
t = np.cosh(y)
f_y = (1 + 0.5 / t**2) * np.tanh(y)**2
f_y[0] *= 0.5
U = -2 * alpha * Z / (3 * np.pi * r) * (
    np.exp(-2 * np.outer(r, t) / alpha) @ f_y) * (y[1] - y[0])
volume = w @ (4 * np.pi * r**2 * U)
assert abs(volume / (-4 / 15 * alpha**3 * Z) - 1) < 1e-4
vp_2s = w @ (U * d_h[:, 1])
F_vp = vp_2s / (unit / 8)

# ---------- Cd s levels: relativistic shifts ----------
V_nr = W_nr - Z / r
e_nr, v_nr = schroedinger(0, V_nr)
e_fix, d_fix = dirac(-1, V_nr, c0, 5)
e_scf, d_scf = dirac(-1, W_rel - Z / r, c0, 5)
direct = e_fix - e_nr[:5]
full = e_scf[4] - e_nr[4]

u5 = b @ v_nr[:, 4]
rho0 = (slope_at_0 @ v_nr[:, 4])**2 / (4 * np.pi)
p4_term = -alpha**2 / 2 * (w @ (u5**2 * (e_nr[4] - V_nr)**2))
darwin = alpha**2 / 2 * np.pi * Z * rho0
first_order = p4_term + darwin
# weak-relativity limit of the Dirac equation: light speed raised fivefold
e_weak = dirac(-1, V_nr, 5 * c0, 5)[0]
weak_shift = 25 * (e_weak[4] - e_nr[4])
assert abs(first_order / weak_shift - 1) < 0.05
assert abs(first_order / direct[4] - 1) < 0.20
coulomb_limit = -alpha**2 / 2 * np.pi * Z * rho0
n_high = 60
high_n = (sommerfeld(n_high) + Z**2 / (2 * n_high**2)) * n_high**3
assert abs(high_n / (-alpha**2 * Z**4 / 2) - 1) < 0.05

# ---------- density scaling and the Lamb shift ----------
k_scf = d_scf[near, 4] / d_h[near, 1]
k_fix = d_fix[near, 4] / d_h[near, 1]
k_4s = d_fix[near, 3] / d_h[near, 1]
i_c, i_z = np.searchsorted(r, alpha), np.searchsorted(r, 1 / Z)
shape_c = d_scf[i_c, 4] / d_h[i_c, 1] / k_scf
shape_z = d_scf[i_z, 4] / d_h[i_z, 1] / k_scf
assert abs(shape_c - 1) < 0.05 and abs(shape_z - 1) < 0.10
vp_direct = w @ (U * d_scf[:, 4])
vp_scaled = vp_2s * k_scf
assert abs(vp_direct / vp_scaled - 1) < 0.02

se_5s = se_2s * k_scf
lamb = se_5s + vp_scaled
lamb_fix = (se_2s + vp_2s) * k_fix
ratio_full = lamb / full
ratio_direct = lamb_fix / direct[4]
ratio_4s = (se_2s + vp_2s) * k_4s / direct[3]
simple = -2 * alpha / np.pi * (F2 + F_vp)
assert lamb > 0 and full < 0 and direct[4] < 0
assert -0.04 < ratio_full < -0.005 and -0.03 < ratio_direct < -0.005
assert abs(ratio_4s / ratio_direct - 1) < 0.20

# ---------- output ----------
def show(label, value, fmt, u=""):
    print(f"{label}: {value:{fmt}} {u}".rstrip())


show("nuclear charge Z (Cd)", Z, "d")
show("Z*alpha", Z * alpha, ".4f")
show("input F(1s) at Z=40", F_tab[1][3], ".4f")
show("input F(1s) at Z=50", F_tab[1][4], ".4f")
show("input F(2s) at Z=40", F_tab[2][3], ".4f")
show("input F(2s) at Z=50", F_tab[2][4], ".4f")
show("F(1s) interpolated to Z=48", F1, ".3f")
show("F(2s) interpolated to Z=48", F2, ".3f")
show("F(2s), known expansion terms only, Z=48", known_terms(2, Z), ".3f")
show("Uehling part of F(2s), Z=48", F_vp, ".3f")
show("hydrogenic 2s self-energy", se_2s, ".5f", "hartree")
show("same, scaled from 1s by density", se_2s_from_1s, ".5f", "hartree")
show("hydrogenic 2s Uehling shift", vp_2s, ".5f", "hartree")
show("Dirac density ratio 2s/1s, hydrogenic", h_ratio, ".4f")
show("radius where density ratios are taken", r[near], ".2e", "bohr")
show("5s energy, Schroedinger SCF", e_nr[4], ".5f", "hartree")
show("5s energy, Dirac in fixed potential", e_fix[4], ".5f", "hartree")
show("5s energy, Dirac SCF", e_scf[4], ".5f", "hartree")
show("screening potential W near nucleus", W_nr[0], ".1f", "hartree")
show("5s energy minus W near nucleus", e_nr[4] - W_nr[0], ".1f", "hartree")
show("hydrogenic 2s energy -Z^2/8", -Z**2 / 8, ".1f", "hartree")
show("5s nonrelativistic density at nucleus", rho0, ".3f", "bohr^-3")
show("kinetic (p^4) term, 5s", p4_term, ".5f", "hartree")
show("Darwin term, 5s", darwin, ".5f", "hartree")
show("first-order relativistic shift", first_order, ".5f", "hartree")
show("Dirac shift, weak limit (5c, times 25)", weak_shift, ".5f", "hartree")
show("Coulomb-limit relativistic shift", coulomb_limit, ".5f", "hartree")
show("direct relativistic shift, 5s", direct[4], ".5f", "hartree")
show("self-consistent relativistic shift, 5s", full, ".5f", "hartree")
show("self-consistent shift in eV", full * hartree_ev, ".4f", "eV")
show("density ratio k, Dirac SCF", k_scf, ".4e")
show("density ratio k, fixed potential", k_fix, ".4e")
show("density ratio at r=alpha, relative to k", shape_c, ".4f")
show("density ratio at r=1/Z, relative to k", shape_z, ".4f")
show("5s self-energy, scaled", se_5s, ".3e", "hartree")
show("5s Uehling shift, scaled", vp_scaled, ".3e", "hartree")
show("5s Uehling shift, direct integral", vp_direct, ".3e", "hartree")
show("5s Lamb shift, Dirac SCF density", lamb, ".3e", "hartree")
show("5s Lamb shift in meV", 1000 * lamb * hartree_ev, ".2f", "meV")
show("5s Lamb shift, fixed-potential density", lamb_fix, ".3e", "hartree")
show("Lamb / direct relativistic shift, 5s", 100 * ratio_direct, ".2f", "percent")
show("Lamb / direct relativistic shift, 4s", 100 * ratio_4s, ".2f", "percent")
show("Lamb / self-consistent shift, 5s", 100 * ratio_full, ".2f", "percent")
show("Coulomb-limit ratio -(2 alpha/pi) F", 100 * simple, ".2f", "percent")
print("all assertions hold")
```

It prints:

```
nuclear charge Z (Cd): 48
Z*alpha: 0.3503
input F(1s) at Z=40: 2.1352
input F(1s) at Z=50: 1.8643
input F(2s) at Z=40: 2.4550
input F(2s) at Z=50: 2.2244
F(1s) interpolated to Z=48: 1.910
F(2s) interpolated to Z=48: 2.261
F(2s), known expansion terms only, Z=48: 4.400
Uehling part of F(2s), Z=48: -0.272
hydrogenic 2s self-energy: 0.18558 hartree
same, scaled from 1s by density: 0.17485 hartree
hydrogenic 2s Uehling shift: -0.02231 hartree
Dirac density ratio 2s/1s, hydrogenic: 0.1394
radius where density ratios are taken: 2.07e-04 bohr
5s energy, Schroedinger SCF: -0.16782 hartree
5s energy, Dirac in fixed potential: -0.19690 hartree
5s energy, Dirac SCF: -0.18130 hartree
screening potential W near nucleus: 229.0 hartree
5s energy minus W near nucleus: -229.1 hartree
hydrogenic 2s energy -Z^2/8: -288.0 hartree
5s nonrelativistic density at nucleus: 9.030 bohr^-3
kinetic (p^4) term, 5s: -0.06187 hartree
Darwin term, 5s: 0.03626 hartree
first-order relativistic shift: -0.02561 hartree
Dirac shift, weak limit (5c, times 25): -0.02590 hartree
Coulomb-limit relativistic shift: -0.03626 hartree
direct relativistic shift, 5s: -0.02908 hartree
self-consistent relativistic shift, 5s: -0.01348 hartree
self-consistent shift in eV: -0.3667 eV
density ratio k, Dirac SCF: 2.1821e-03
density ratio k, fixed potential: 2.2862e-03
density ratio at r=alpha, relative to k: 0.9957
density ratio at r=1/Z, relative to k: 0.9607
5s self-energy, scaled: 4.050e-04 hartree
5s Uehling shift, scaled: -4.867e-05 hartree
5s Uehling shift, direct integral: -4.860e-05 hartree
5s Lamb shift, Dirac SCF density: 3.563e-04 hartree
5s Lamb shift in meV: 9.69 meV
5s Lamb shift, fixed-potential density: 3.733e-04 hartree
Lamb / direct relativistic shift, 5s: -1.28 percent
Lamb / direct relativistic shift, 4s: -1.25 percent
Lamb / self-consistent shift, 5s: -2.64 percent
Coulomb-limit ratio -(2 alpha/pi) F: -0.92 percent
all assertions hold
```
